Why Multiring Structures Sharpen Contact-Resistance Measurements, and When They Do Not

**What dimensions fix**

Let current pass from a thin semiconductor film into a wide metal contact across an edge of length W. The film has sheet resistance R_s, in ohms, and the interface has specific contact resistivity ρ_c, in ohms times area. Equal pieces of edge conduct in parallel, so the edge resistance varies as 1/W. The remaining factor must have the dimension of ohms times length. The only product of powers of R_s and ρ_c with that dimension is √(R_s ρ_c), hence

R_edge = C √(R_s ρ_c)/W = C R_s L/W, L = √(ρ_c/R_s),

where C is a pure number and L is the transfer length. Film and interface thus fix the product R_s L, while the designer fixes W. To raise the contact resistance above a fixed error in ohms, one can shorten the edge or place several edges in series. A multiring structure does the second.

**From one edge to many**

Gap i of a circular structure is a bare film ring between radii a_i and b_i = a_i + s. A metal disc lies inside the first gap, floating metal rings lie between successive gaps, and a metal field surrounds the last. Current I flows outward. The metal is first taken as equipotential, and the film as a thin sheet with the same R_s everywhere.

Under the metal, let u be the film potential minus the metal potential, and I_f the outward film current. Ohm's law and the loss of current through the interface read

I_f = −(2πr/R_s) du/dr, dI_f/dr = −2πr u/ρ_c.

Inserting the first into the second gives

(1/r) d/dr(r du/dr) = u/L².

The solution varies over the distance L, so for L ≪ r the term (1/r) du/dr is smaller than d²u/dr² by about L/r and is dropped. Outside an edge at b, the decaying solution is u = u_b exp[−(r−b)/L]. The full current arrives in the film at the edge, so I = (2πb/R_s)(u_b/L), and

u_b/I = R_s L/(2πb).

Hence C = 1. At an edge a where current leaves the metal, u is negative and decays inward; the same steps give a drop R_s L/(2πa) from metal to film. In the bare gap, dV/dr = −I R_s/(2πr) integrates to the resistance (R_s/2π) ln(b/a).

The floating rings have no other terminal, so the same current crosses every gap and the drops add:

R = R_0 + (R_s/2π) Σ [ln(b_i/a_i) + L(1/a_i + 1/b_i)].

R_0 is whatever stays the same when gaps are added: instrument zero error, probe resistance, and metal between the probes and the first edge. Four-terminal sensing removes the leads but can leave a residue.

For s ≪ a_i each logarithm is about s/a_i and each contact term about 2L/a_i. The ratio of contact to film resistance is therefore 2L/s for any number of gaps. Rings raise the interface contribution relative to R_0, not relative to the film.

**How a fixed error reaches ρ_c**

One measures R for several gap lengths, with the inner radii held fixed, and fits

R = R_s X(s) + q Y(s), q = R_s L, ρ_c = q²/R_s,

where X = Σ ln(b_i/a_i)/2π and Y = Σ(1/a_i + 1/b_i)/2π. Define S = Σ1/a_i and S₂ = Σ1/a_i². Expanding in s/a_i,

X ≈ (sS − s²S₂/2)/2π, Y ≈ (2S − sS₂)/2π.

An unrecognized offset R_0 is absorbed as R_0 = δR_s X + δq Y. At s = 0 we have X = 0 and Y = S/π, so

δq = πR_0/S.

The terms linear in s must cancel, which requires δR_s S = δq S₂, or δR_s = πR_0 S₂/S². This is small when R_0 ≪ R_s, and then

δρ_c/ρ_c ≈ (1 + δq/q)² − 1.

Compared with a single gap at a_1, the error of q falls by the factor

G = a_1 Σ1/a_i.

Random reading noise of fixed standard deviation σ behaves similarly. If M is the matrix with columns X and Y, least squares gives the parameters the covariance σ²(MᵀM)⁻¹. To leading order in s/a_i both columns are proportional to S, so M grows by G and both standard errors fall by G. Since δρ_c/ρ_c = 2δq/q − δR_s/R_s for small errors, that of ρ_c falls by G too.

If all gaps had the same perimeter, G would equal N. Outer rings are longer and contribute less. For pitch p, replacing each 1/a_i by its average over a cell of width p gives

S ≈ (1/p) ln{[a_1 + (N−½)p]/(a_1 − p/2)}.

The gain is eventually logarithmic in N.

**One gap against ten**

Take ρ_c = 10⁻⁸ Ω cm² = 1 Ω µm² and R_s = 100 Ω per square. Then L = √(1/100) µm = 100 nm and q = 10 Ω µm. The first radius is 20 µm, the pitch 5 µm, and the gap lengths are 0.4, 0.7, 1.0, 1.5 and 2.0 µm. The offset is 50 mΩ and the noise 2 mΩ, the same for both structures.

At s = 1 µm the single gap has the contact part

(10/2π)(1/20 + 1/21) = 0.155 Ω

out of 0.932 Ω. Ten gaps have 0.845 Ω out of 5.07 Ω. The contact share is 17 % in both, as the ratio 2L/s = 0.2 requires. The offset, however, drops from 32 % to 5.9 % of the contact part.

For one gap S = 0.05 µm⁻¹, and for ten S = 0.269 µm⁻¹, so G = 5.39. The offset errors are

one gap: δq/q = π × 0.05/(10 × 0.05) = 31.4 %,

ten gaps: δq/q = π × 0.05/(10 × 0.269) = 5.8 %.

Squaring turns these into overestimates of ρ_c by about 73 % and 12 %. The standard error from noise falls from 2.7 % to 0.50 %, a factor of 5.4. Matching that by repeating the single-gap readings would take about 5.4² ≈ 29 times as many, and repetition would leave the offset bias untouched.

The gain is 3.5 for 5 gaps, 5.4 for 10, 7.6 for 20 and 10.1 for 40. A single gap at radius 20/5.39 = 3.7 µm would have the same S as the ten-gap structure, and hence the same contact part in the limit of short gaps; at s = 1 µm its contact part is about 9 % smaller. The benefit therefore comes from the sum of inverse perimeters; rings obtain it while keeping a central disc large enough to probe.

**Rings that are too narrow**

The edges add independently only if each ring is wide enough for the current to enter the metal. For a ring of width w ≪ r and perimeter W, measure x from its middle. The film carries the full current at both ends, so du/dx = −I R_s/W at x = ±w/2. The solution of u'' = u/L² is u = −A sinh(x/L), with A = I R_s L/[W cosh(w/2L)]. The drop at each edge, divided by I, is

(R_s L/W) tanh(w/2L).

For w ≪ L the two edges together give R_s w/W, the resistance of bare film: the current ignores the metal. What matters for extraction is the response to L at fixed R_s and w. With y = w/2L,

g = d[L tanh(w/2L)]/dL = tanh y − y/cosh²y.

A wide ring has g = 1. At w = 4L, g = 0.82; at w = L it is 0.07, so such a ring adds almost no information about the interface. The narrowest rings in the example are 3 µm, or 30L, wide.

**Errors that rings do not remove**

*Proportional error.* If every reading is multiplied by 1 + γ, the linear fit multiplies q and R_s by 1 + γ. Then q²/R_s also changes by 1 + γ, whatever N is. Noise that grows in proportion to the reading likewise cancels the gain.

*Gap length.* If every gap is longer than assumed by δs, the extra resistance near s = 0 is R_s δs S/2π. Equating it to δq S/π gives δq = R_s δs/2, or δL = δs/2, with no dependence on N. An error of 10 nm shifts L by 5 nm and ρ_c by 10 % in both structures. Independent gap errors of standard deviation σ_s add in quadrature instead: they change R by about R_s σ_s √S₂/2π, while the response of R to q grows as S. Their effect on q therefore varies as √S₂/S, which is 1 for a single gap and 0.34 for the ten gaps here.

*Ring metal.* Adding rings adds metal resistance. At fixed total current the true current distribution makes the dissipation stationary, so a small metal sheet resistance R_m changes R by its dissipation in the unperturbed currents, divided by I². At distance x from an edge the metal carries the fraction 1 − exp(−x/L). Because

∫₀^d (1 − e^(−x/L))² dx ≈ d − 3L/2 for d ≫ L,

each of the two edges of a ring shortens the effective metal path by 3L/2, and the added resistance is

(R_m/2π) Σ [ln(a_{i+1}/b_i) − (3L/2)(1/b_i + 1/a_{i+1})],

summed over the rings. For R_m = 0.1 Ω per square and s = 1 µm this is 14 mΩ. It raises the fitted ρ_c by 4.2 % for ten gaps. The term grows with N much as the contact part does, so this bias levels off: it is 2.4 % for two gaps and 4.6 % for forty. A single gap has no floating ring and so lacks this term, but metal between the probes and the nearest edges still contributes to R_0 in both structures, and that offset disturbs the single gap more.

**Set beside a real contact**

The parameters lie in the rough regime of titanium silicide on heavily phosphorus-doped silicon. The value 10⁻⁸ Ω cm² is moderate; good modern contacts reach roughly 10⁻⁹ Ω cm². Real contacts break the assumption of one unchanged thin sheet in two ways.

First, silicide formation consumes silicon. If the sheet resistance under the metal is R_k and current enters only through the horizontal interface, each edge gives √(R_k ρ_c)/W while the gaps still give R_s, so the fit returns ρ_c R_k/R_s. Consuming 10 nm of a uniform 50 nm film then raises R_k to 125 Ω per square and the result by 25 %, for one gap or ten.

A recessed silicide, however, can also take current through its side wall. If the wall has height h and the same ρ_c, it adds the conductance Wh/ρ_c to the WL_k/ρ_c of the horizontal interface, where L_k = √(ρ_c/R_k) = 89 nm. In this thin-sheet estimate, a wall of h = 10 nm lowers the edge resistance by the factor 1 + h/L_k = 1.11 and the fitted ρ_c by its square, 1.24, which nearly cancels the rise of 25 %. The error thus depends on the shape and quality of the contact edge, and more rings do not remove it.

Second, current must also cross the film thickness t. Under the contact, a potential cos(yz/t) exp(−yx/t), with z measured from the insulating bottom, meets the interface condition if y tan y = t²/L². For small y, y²(1 + y²/3) ≈ t²/L², so the decay length is

t/y ≈ L + t²/(6L) = 104 nm

for t = 50 nm. A two-dimensional solution, which includes the current crowding at the edge, gives an effective transfer length of 103.7 nm, so the thin-sheet fit overestimates ρ_c by 7.5 %.

At 10⁻⁹ Ω cm² and the same R_s, L would be 32 nm, less than the film thickness, and the thin-sheet model would no longer be adequate. The two-dimensional solution then gives an effective transfer length of about 41 nm, and with it the offset error δq/q grows to about 14 % for ten gaps and 77 % for one. The effective length there varies only as about ρ_c^0.32 instead of ρ_c^0.5, so a small relative error of q is roughly tripled, not doubled, in ρ_c. Rings become more useful there, but so does a better model of the film.

**What to do**

- Choose the layout by Σ1/a_i, not by the number of rings. Under the present assumptions, rings about 10L wide already act as two independent edges; making them wider lowers Σ1/a_i and adds metal resistance.
- Sense with four terminals, and measure structures with different N at the same gap lengths. An offset common to both cancels in the difference of their resistances. Here the difference between ten gaps and one retains 0.845 − 0.155 = 0.69 Ω of contact resistance at s = 1 µm. The price is a noise error of 0.86 % instead of 0.50 % and a ring-metal bias of 5.2 % instead of 4.2 %. Field metal between the last edge and an outer probe at a fixed radius is not common to both, because it is shorter in the larger structure.
- Once the offset error is no longer much larger than the errors from gap length and film model, put the effort into measuring the gaps and the shape of the contact edge, and into a better model of the film. In this example that point is reached near ten gaps: the remaining offset bias of 12 % is comparable with the 10 % from a 10 nm gap error and the 7.5 % from the film thickness.

The numerical output below lists the values for both structures.

Numbers as computed

```
contact resistivity: 1.0e-08 ohm cm2
film sheet resistance: 100 ohm/sq
film thickness: 50 nm
transfer length: 100.0 nm
first gap radius: 20 um; pitch: 5 um
gap lengths: 0.4, 0.7, 1.0, 1.5, 2.0 um
fixed offset: 50 mohm; noise: 2 mohm
gain G for 1 gaps: 1.000
gain G for 2 gaps: 1.800
gain G for 5 gaps: 3.538
gain G for 10 gaps: 5.387
gain G for 20 gaps: 7.604
gain G for 40 gaps: 10.067
sum of 1/a, 10 gaps: 0.26936 /um; log estimate: 0.26999 /um
single-gap radius with equal contact part: 3.71 um
--- 1 gap(s), resistances at 1 um gap length
total without offset: 0.9319 ohm
contact part: 0.1554 ohm
offset / contact part: 32.2 %
offset error of q, formula: 31.42 %
offset error of q, fit: 31.44 %
offset error of rho_c, fit: 72.5 %
noise error of rho_c, formula: 2.71 %
noise error of rho_c, sampled: 2.71 %
rho_c error, common gap error: 10.2 %
rho_c error, consumed silicon: 25.0 %
--- 10 gap(s), resistances at 1 um gap length
total without offset: 5.0662 ohm
contact part: 0.8445 ohm
offset / contact part: 5.9 %
offset error of q, formula: 5.83 %
offset error of q, fit: 5.83 %
offset error of rho_c, fit: 12.0 %
noise error of rho_c, formula: 0.50 %
noise error of rho_c, sampled: 0.50 %
rho_c error, common gap error: 10.2 %
rho_c error, consumed silicon: 25.0 %
--- comparison and limits
noise improvement, 10 gaps over 1: 5.430
common gap error used: 10 nm
independent gap errors, reduction factor: 0.340
silicon consumed: 10 nm; sheet under metal: 125 ohm/sq
ring width 1 L, sensitivity: 0.069 (network 0.069)
ring width 4 L, sensitivity: 0.823 (network 0.823)
metal sheet resistance: 0.1 ohm/sq
ring metal adds: 13.51 mohm (formula 13.67)
rho_c error from ring metal: 4.2 %
intercept length, finite thickness: 103.68 nm
same from two-dimensional grid: 103.66 nm
rho_c error from finite thickness: 7.5 %
```
